# Scattering Poles and Resonance Widths of a Cluster of Spherical Potentials, part 1

(Sections cited here and not found follow in the second part.)

## Problem

An electron of mass $m$ and energy $E=\hbar^2\kappa^2/2m$ moves among $N$ non-overlapping spheres of radius $a$ centred at distinct points $\mathbf R_n$. Inside each sphere acts a real, spherically symmetric potential, and outside the spheres the potential is zero. The potential is taken to act only on partial waves with $l\le l_{\max}$ about the centre of its sphere. This is the model that a calculation truncated at $l_{\max}$ solves exactly.

The notation is $L=(l,m)$, complex orthonormal spherical harmonics $Y_L$, spherical Bessel functions $j_l$, $y_l$ and $h_l=j_l+iy_l$, and

$$J_L(\mathbf r)=j_l(\kappa r)Y_L(\hat{\mathbf r}),\qquad H_L(\mathbf r)=h_l(\kappa r)Y_L(\hat{\mathbf r}).$$

The free outgoing Green function solves $(\nabla^2+\kappa^2)G_0=\delta(\mathbf x-\mathbf x')$ and is $G_0=-e^{i\kappa|\mathbf x-\mathbf x'|}/(4\pi|\mathbf x-\mathbf x'|)$. The cluster matrix $g$ is defined for $n\ne m$ and $r+r'<|\mathbf R_n-\mathbf R_m|$ by

$$G_0(\mathbf R_n+\mathbf r,\mathbf R_m+\mathbf r')=\sum_{LL'}J_L(\mathbf r)\,g^{nm}_{LL'}\,j_{l'}(\kappa r')Y^*_{L'}(\hat{\mathbf r}'),\qquad g^{nn}=0. \tag{1}$$

It has the unit m$^{-1}$. A single sphere turns an incident partial wave $j_l$ into $j_l-i\kappa t_lh_l$. The real exterior solution with phase shift $\delta_l$ is $j_l\cos\delta_l-y_l\sin\delta_l$. Inserting $y_l=-i(h_l-j_l)$ gives $e^{-i\delta_l}j_l+i\sin\delta_l\,h_l$, and multiplying by $e^{i\delta_l}$ gives $-i\kappa t_l=ie^{i\delta_l}\sin\delta_l$. Hence

$$t_l=-\frac{e^{i\delta_l}\sin\delta_l}{\kappa},\qquad \frac1{t_l}=-\kappa\cot\delta_l+i\kappa .\tag{2}$$

A pole of the cluster scattering amplitude is a value of $\kappa$ at which outgoing waves from the sites sustain each other with no incident wave. The condition is $Mc=0$ with $c\neq0$, where

$$M=t^{-1}-g=-\kappa\cot\delta-(g-i\kappa)$$

acts on the index pair $(n,L)$, $l\le l_{\max}$.

(a) For real $\kappa>0$, find the anti-Hermitian part $[X-X^\dagger]/2i$ of $X=g-i\kappa$, determine its sign, and say what it measures.

(b) Where in the complex $\kappa$ and $E$ planes can the poles lie, and how much of the answer follows from (a) alone?

(c) Two square wells of depth $V_0=1.15\times10^{-17}$ J and radius $a=1.0\times10^{-10}$ m lie on the $z$ axis a distance $d=3.0\times10^{-10}$ m apart, with $l_{\max}=2$. These are round model parameters. Each well alone has a $d$-wave shape resonance. Find the positions and widths of the resonances of the pair.

## First estimate by scaling

**One well.** Let $E_0$ be the energy at which $\cot\delta_2=0$, and write $-\kappa\cot\delta_2\approx\beta(E-E_0)$ near it. Differentiating at $\delta_2=\pi/2$ gives $\beta=\kappa_0\,d\delta_2/dE$, which is positive at a resonance because the phase rises through $\pi/2$. With $i\kappa$ held at $i\kappa_0$, the condition $1/t_2=0$ gives $E=E_0-i\Gamma_0/2$ with $\Gamma_0=2\kappa_0/\beta$.

The size of $\Gamma_0$ follows from leakage through the centrifugal barrier. Normalize the radial function to 1 at $r=a$ and continue it as $h_2(\kappa r)/h_2(x)$, $x=\kappa a$. At large $r$, $|h_2|\to1/\kappa r$, so the outgoing probability current is $(\hbar\kappa/m)\,r^2/(\kappa^2r^2|h_2(x)|^2)=\hbar/(m\kappa|h_2(x)|^2)$. For small $x$, $|h_2|\approx3/x^3$. The stored probability is $a^3$ times a number of order one, which is set to one. With $E_u=\hbar^2/2ma^2$,

$$\Gamma_0\sim\hbar\,\frac{\hbar x^6}{9m\kappa a^3}=\frac{2E_u\,x^5}{9}.\tag{3}$$

Here $E_u=6.104\times10^{-19}$ J, and the root of $\cot\delta_2$ lies at $x_0=\kappa_0a=0.8691$, so $x_0^5=0.496$ and $\Gamma_0\sim2\times6.104\times10^{-19}\times0.496/9=6.7\times10^{-20}$ J.

**Two sites, $s$ waves.** Setting $r=r'=0$ in (1) leaves only $L=L'=(0,0)$, with $j_0(0)=1$ and $|Y_{00}|^2=1/4\pi$, so $g^{12}=g^{21}=-e^{i\kappa d}/d$. The anti-Hermitian part of $g-i\kappa$ has diagonal $-\kappa$ and off-diagonal $-\sin(\kappa d)/d$. Its eigenvalues are $-\kappa(1\pm\sin\kappa d/\kappa d)$, which are never positive. A pair of $s$ resonances would have widths $\Gamma_0(1\pm\sin\kappa d/\kappa d)$.

**Higher $l$.** The only lengths in $g$ are $d$ and $1/\kappa$, so $g=\kappa F(\kappa d)$. The near field of an $l=2$ source falls as $r^{-3}$, like a static quadrupole potential. Extracting its $l'=2$ part at the neighbour takes two more derivatives, so $g\sim\kappa(\kappa d)^{-5}$. The Bessel function with this behaviour is $y_4(\xi)\approx-105/\xi^5$. This part exceeds $\kappa$ without limit as $\kappa d\to0$. If any finite fraction of it were anti-Hermitian, one sign of $\pm g$ would outweigh $-i\kappa$ and give a growing state. The guess suggested by the $s$ case is that the divergent part is Hermitian and only shifts levels, while widths depend on a bounded overlap. For $\kappa d\ll1$ the two sources radiate in phase or cancel, which gives $2\Gamma_0$ and $0$. For $\kappa d\gg1$ the interference term falls like the amplitude of a spherical wave, $1/\kappa d$.

With $\kappa_0d=2.607$, $1/\kappa_0d=0.38$ and $105/(\kappa_0d)^5=105/120.5=0.87$. The estimate is ten poles, five per well, with widths between about $0.6\,\Gamma_0$ and $1.4\,\Gamma_0$ and shifts of order $0.9\,(\Gamma_0/2)$. Since $\kappa_0d$ is neither small nor large, both figures are orders of magnitude only.

## Exact solution

### Two one-centre expansions

The functions $j_l(\kappa r)P_l(u)$, $u=\cos\theta$, span the regular axially symmetric solutions of the Helmholtz equation, so $e^{i\kappa ru}=\sum_la_lj_l(\kappa r)P_l(u)$. Projecting with $\int_{-1}^1P_l^2\,du=2/(2l+1)$ gives $2a_lj_l(z)/(2l+1)=\int e^{izu}P_l\,du$. One partial integration gives, at large $z$, $[e^{iz}-(-1)^le^{-iz}]/iz=2i^l\sin(z-l\pi/2)/z$. Since $j_l\to\sin(z-l\pi/2)/z$, it follows that $a_l=(2l+1)i^l$. With $\sum_mY_L(\hat{\mathbf a})Y_L^*(\hat{\mathbf b})=(2l+1)P_l(\hat{\mathbf a}\cdot\hat{\mathbf b})/4\pi$ and $\mathbf k=\kappa\hat{\mathbf k}$,

$$e^{i\mathbf k\cdot\mathbf r}=4\pi\sum_Li^lJ_L(\mathbf r)Y^*_L(\hat{\mathbf k}).\tag{4}$$

Multiplying by $Y_L(\hat{\mathbf k})$ and integrating over directions gives $J_L(\mathbf r)=(i^{-l}/4\pi)\int d\hat{\mathbf k}\,e^{i\mathbf k\cdot\mathbf r}Y_L(\hat{\mathbf k})$. Replacing $\mathbf r$ by $\mathbf r-\mathbf R_n$,

$$J_L(\mathbf r-\mathbf R_n)=\frac1{4\pi}\int d\hat{\mathbf k}\,e^{i\mathbf k\cdot\mathbf r}\phi_{nL}(\hat{\mathbf k}),\qquad\phi_{nL}=i^{-l}e^{-i\mathbf k\cdot\mathbf R_n}Y_L(\hat{\mathbf k}).\tag{5}$$

The function $\phi_{nL}$ is the plane-wave amplitude of the regular wave centred on site $n$.

For the Green function write $G_0=\sum_LG_l(r,r')Y_L(\hat{\mathbf x})Y_L^*(\hat{\mathbf x}')$. The radial part is regular at the origin and outgoing at infinity, so $G_l=Cj_l(\kappa r_<)h_l(\kappa r_>)$. The source $\delta(r-r')/r^2$ requires a jump $1/r'^2$ in $\partial_rG_l$. The combination $z^2(j_ly_l'-j_l'y_l)$ is constant by the radial equation and equals 1 by the forms $j_l\to\sin(z-l\pi/2)/z$, $y_l\to-\cos(z-l\pi/2)/z$. So $j_lh_l'-j_l'h_l=i/z^2$, the jump condition reads $C\kappa\,i/(\kappa r')^2=1/r'^2$, and $C=-i\kappa$:

$$G_0(\mathbf x,\mathbf x')=-i\kappa\sum_Lj_l(\kappa r_<)h_l(\kappa r_>)Y_L(\hat{\mathbf x})Y_L^*(\hat{\mathbf x}').\tag{6}$$

### The matrix $g$

Let $\mathbf R=\mathbf R_n-\mathbf R_m$ and $\mathbf s=\mathbf r-\mathbf r'$, with $s\le r+r'<R$. The argument of $G_0$ in (1) is $\mathbf R+\mathbf s$. Apply (6) with $\mathbf x=\mathbf R$, $\mathbf x'=-\mathbf s$, sum over the magnetic index and use $P_\lambda(-u)=(-1)^\lambda P_\lambda(u)$:

$$G_0=-\frac{i\kappa}{4\pi}\sum_\lambda(2\lambda+1)(-1)^\lambda h_\lambda(\kappa R)\,j_\lambda(\kappa s)P_\lambda(\hat{\mathbf R}\cdot\hat{\mathbf s}).$$

For fixed $\hat{\mathbf R}$, $P_\lambda$ is a combination of the $Y_{\lambda\mu}$, so the line below (4) gives $j_\lambda(\kappa s)P_\lambda(\hat{\mathbf R}\cdot\hat{\mathbf s})=(i^{-\lambda}/4\pi)\int d\hat{\mathbf k}\,e^{i\mathbf k\cdot\mathbf s}P_\lambda(\hat{\mathbf k}\cdot\hat{\mathbf R})$. The phases combine as $(-1)^\lambda i^{-\lambda}=i^{2\lambda-\lambda}=i^\lambda$. Now factor $e^{i\mathbf k\cdot\mathbf s}=e^{i\mathbf k\cdot\mathbf r}e^{-i\mathbf k\cdot\mathbf r'}$. The first factor is (4). The second is its conjugate, $4\pi\sum_{L'}i^{-l'}j_{l'}(\kappa r')Y^*_{L'}(\hat{\mathbf r}')Y_{L'}(\hat{\mathbf k})$. The prefactors give $-(i\kappa/4\pi)(1/4\pi)(4\pi)^2=-i\kappa$. The $\lambda$ series converges geometrically, as $(s/R)^\lambda$, so it may be projected term by term on $Y_L(\hat{\mathbf r})$ and $Y^*_{L'}(\hat{\mathbf r}')$. Comparison with (1) gives $g^{nm}=-i\kappa K[h]^{nm}$, where for any radial family $f_\lambda$

$$K[f]^{nm}_{LL'}=i^{\,l-l'}\sum_\lambda(2\lambda+1)\,i^\lambda f_\lambda(\kappa R)\int d\hat{\mathbf k}\,Y_L^*\,P_\lambda(\hat{\mathbf k}\cdot\hat{\mathbf R})\,Y_{L'} .\tag{7}$$

The product $Y_L^*Y_{L'}$ is a polynomial of degree $l+l'$ on the sphere, so the integral vanishes for $\lambda>l+l'$. Under $\hat{\mathbf k}\to-\hat{\mathbf k}$ the integrand takes the sign $(-1)^{l+l'+\lambda}$, so only even $l+l'+\lambda$ contribute. Both sides of (1) are analytic in $\kappa\ne0$, so the finite sum (7) holds for complex $\kappa$ as well. The numerical check tests (7) against a double angular quadrature of $G_0$ itself, on three sites in general position, at one real and one complex $\kappa$.

### Part (a): the anti-Hermitian part

For real $\kappa$ and real $f_\lambda$ the matrix $K[f]$ is Hermitian. The element of the adjoint is the conjugate of $K^{mn}_{L'L}$, for which $\mathbf R$ is reversed:

$$\left(K^{mn}_{L'L}\right)^*=i^{-(l'-l)}\sum_\lambda(2\lambda+1)\,i^{-\lambda}f_\lambda\int Y_{L'}\,(-1)^\lambda P_\lambda(\hat{\mathbf k}\cdot\hat{\mathbf R})\,Y_L^*=K^{nm}_{LL'},$$

again because $(-1)^\lambda i^{-\lambda}=i^\lambda$. With $h=j+iy$,

$$g=-i\kappa K[j]+\kappa K[y].$$

The term $\kappa K[y]$, which holds all the near-field divergence, is Hermitian. The term $K[j]$ can be resummed. The vanishing terms $\lambda>l+l'$ may be added back, and $\sum_\lambda(2\lambda+1)i^\lambda j_\lambda(\kappa R)P_\lambda=e^{i\mathbf k\cdot\mathbf R}$. Therefore

$$K[j]^{nm}_{LL'}=i^{\,l-l'}\int d\hat{\mathbf k}\,Y_L^*\,e^{i\mathbf k\cdot(\mathbf R_n-\mathbf R_m)}Y_{L'}=\int d\hat{\mathbf k}\,\phi^*_{nL}\phi_{mL'}\equiv S^{nm}_{LL'},$$

since $\phi_{nL}^*=i^le^{i\mathbf k\cdot\mathbf R_n}Y_L^*$. The same integral at $n=m$ gives $S^{nn}_{LL'}=\delta_{LL'}$ by orthonormality. The matrix $g$ has no diagonal blocks, and the term $-i\kappa$ supplies exactly $-i\kappa S^{nn}$. Thus $g-i\kappa=\kappa K[y]-i\kappa S$, with $K[y]^{nn}=0$, and

$$\frac{(g-i\kappa)-(g-i\kappa)^\dagger}{2i}=-\kappa S,\qquad S^{nm}_{LL'}=\int d\hat{\mathbf k}\,\phi^*_{nL}\,\phi_{mL'} .\tag{8}$$

The reason for this structure is that $\operatorname{Im}G_0=-\sin(\kappa|\mathbf x-\mathbf x'|)/(4\pi|\mathbf x-\mathbf x'|)=-(\kappa/4\pi)j_0(\kappa|\mathbf x-\mathbf x'|)$ is regular everywhere. It has one expansion, $-\kappa\sum JSJ^*$, valid for every pair of sites. At $n=m$ this is the part $-\kappa j_lj_l$ of (6). The program tests this projection for all nine pairs of the three sites, and tests (8) with $g$ from quadrature of $G_0$ and $S$ from quadrature over $\hat{\mathbf k}$.

A matrix of inner products is positive semidefinite:

$$c^\dagger Sc=\int d\hat{\mathbf k}\,|F|^2\ge0,\qquad F=\sum_{nL}c_{nL}\phi_{nL}.\tag{9}$$

It is also bounded above. The contribution $F_n$ of site $n$ has norm $\|c_n\|$, so by the triangle and Cauchy–Schwarz inequalities $\|F\|^2\le(\sum_n\|c_n\|)^2\le N\|c\|^2$. All eigenvalues of $S$ lie in $[0,N]$. The term $-i\kappa$ is essential for the sign. The anti-Hermitian part of $g$ alone is $-\kappa(S-1)$, which has zero trace and so has eigenvalues of both signs unless it vanishes. For the three-site cluster the eigenvalues of $S$ run from $2.86\times10^{-5}$ to $2.991$. The range for $g$ alone is then $-\kappa_0\times1.991=-1.7305\times10^{10}$ m$^{-1}$ to $\kappa_0(1-2.86\times10^{-5})=8.6912\times10^{9}$ m$^{-1}$, as printed.

**Meaning in real space.** Insert (4) into (5): $J_L(\mathbf r-\mathbf R_n)=\sum_{L''}J_{L''}(\mathbf r)\,\alpha_{L'',nL}$ with $\alpha_{L'',nL}=i^{l''}\int Y^*_{L''}\phi_{nL}$. Completeness of the $Y_{L''}$ gives $\sum_{L''}\alpha^*_{L'',nL}\alpha_{L'',mL'}=S^{nm}_{LL'}$. In a ball of radius $\rho$ the angular integral leaves $\sum_{L''}\alpha^*\alpha\int_0^\rho j_{l''}^2r^2dr$. Since $\kappa^2r^2j_{l''}^2\to\sin^2(\kappa r-l''\pi/2)$ with mean $1/2$, each radial integral is $(\rho/2\kappa^2)[1+O(1/\kappa\rho)]$. The smoothness of $\phi$ makes $\alpha$ fall faster than any power of $l''$, so only a few terms matter. Hence

$$\frac{2\kappa^2}{\rho}\int_{r<\rho}J_L^*(\mathbf r-\mathbf R_n)J_{L'}(\mathbf r-\mathbf R_m)\,d^3r=S^{nm}_{LL'}+O(1/\kappa\rho).$$

$S$ is the overlap of the regular waves per unit radius. For $\rho=2.0\times10^{-8}$ m the largest absolute deviation of an element is $1.92\times10^{-3}$. The test demands less than $1/\kappa_0\rho=5.8\times10^{-3}$.

**Meaning as radiated flux.** From the asymptotic forms, $h_l(z)\to(-i)^{l+1}e^{iz}/z$, and $|\mathbf r-\mathbf R_n|=r-\hat{\mathbf r}\cdot\mathbf R_n+O(1/r)$. With $(-i)^l=i^{-l}$,

$$H_L(\mathbf r-\mathbf R_n)=-\frac{i\,e^{i\kappa r}}{\kappa r}\,\phi_{nL}(\hat{\mathbf r})+O(r^{-2}).\tag{10}$$

The wave $\psi=-i\kappa\sum c_{nL}H_L(\mathbf r-\mathbf R_n)$ therefore tends to $-e^{i\kappa r}F(\hat{\mathbf r})/r$, and its outgoing current is $(\hbar\kappa/m)\int|F|^2=(\hbar\kappa/m)\,c^\dagger Sc$. The form $c^\dagger Sc$ measures the flux that the amplitudes $c$ send to infinity. Equation (10) is also tested.

**Strict positivity.** For distinct sites and finite $l_{\max}$, $S$ has no null vector. Suppose $c^\dagger Sc=0$, so that $F=0$. Let $\Psi=\sum c_{nL}H_L(\mathbf r-\mathbf R_n)$.

1. Outside a ball that holds all sites, each projection $\int Y_L^*\Psi\,d\hat{\mathbf r}$ solves the free radial equation and is a combination of $h_l$ and $h_l^*$. By (10) it is $O(r^{-2})$. A nonzero combination of $e^{\pm i\kappa r}/r$ does not fall that fast, so every projection vanishes, and $\Psi=0$ outside the ball.
2. Each $H_L(\mathbf x)$ is $h_l(\kappa r)/r^l$ times the polynomial $r^lY_L$, and so is real-analytic for $\mathbf x\ne0$. Space with $N$ points removed is connected, so $\Psi$ vanishes on all of it.
3. Near $\mathbf R_n$ the waves from the other sites are regular. The projection of $\Psi$ on $Y_L$ about $\mathbf R_n$ is $c_{nL}h_l(\kappa r)$ plus a multiple of $j_l(\kappa r)$. These functions are independent, so $c_{nL}=0$.

The margin can be very small. $S$ at $l_{\max}$ is a principal submatrix of $S$ at $l_{\max}+1$, so the minimum of $c^\dagger Sc/c^\dagger c$ cannot rise as $l_{\max}$ grows. It tends to zero. The $Y_L$ on one site are already complete on the sphere of directions, so $\phi_{2L}$ is approximated arbitrarily well by functions of site 1. For the pair of part (c) the least eigenvalue for $l_{\max}=0,1,2,3$ is $0.805$, $2.38\times10^{-2}$, $2.13\times10^{-5}$, $3.16\times10^{-9}$. The statement that is uniform in $l_{\max}$ is semidefiniteness. For coincident sites $S$ is singular at any $l_{\max}$.

### Part (b): where the poles lie

**The secular equation.** Expand the left side of (1) about $\mathbf R_m$ by (6), for small $r'$, and compare coefficients of $j_{l'}Y^*_{L'}$:

$$-i\kappa H_{L'}(\mathbf R_n+\mathbf r-\mathbf R_m)=\sum_LJ_L(\mathbf r)\,g^{nm}_{LL'},\qquad r<R .$$

Just outside sphere $n$, the wave $\psi=-i\kappa\sum cH$ then has partial waves $b_{nL}j_l-i\kappa c_{nL}h_l$ with $b=gc$. Here $b$ exists for all $l$, and $c_{nL}=0$ for $l>l_{\max}$. Let $u_l(r)$ be the regular interior solution and $W[u,f]=uf'-u'f$ at $r=a$. A smooth continuation inward exists if and only if $W[u_l,\,bj_l-i\kappa ch_l]=0$, that is

$$A_l\,c_{nL}=B_l\,(gc)_{nL},\qquad A_l=i\kappa W[u_l,h_l],\quad B_l=W[u_l,j_l].\tag{11}$$

Then $t_l=B_l/A_l$, and (11) is $Mc=0$ wherever $B_l\ne0$. The form (11) stays finite where $t_l$ or $1/t_l$ does not. Splitting $h$ gives $A_l/B_l=i\kappa-\kappa W[u,y]/W[u,j]$, which is (2) with $\cot\delta_l=W[u,y]/W[u,j]$. For the square well $u_l=j_l(qr)$ with $q^2=\kappa^2+2mV_0/\hbar^2$.

**Real $\kappa>0$.** For a real potential $u_l$ can be chosen real, so $\cot\delta_l$ is real and $-\kappa\cot\delta$ is Hermitian. By (8) the anti-Hermitian part of $M$ is $+\kappa S$. For any matrix, $\operatorname{Im}(c^\dagger Mc)=c^\dagger[(M-M^\dagger)/2i]c$. If $Mc=0$, then $0=\kappa c^\dagger Sc$, and strict positivity gives $c=0$. If $B_l=0$ in some channel, then $A_l\neq0$, because $W[u,j]$ and $W[u,h]$ cannot both vanish for independent $j$, $h$ and nonzero $(u,u')$. Equation (11) then sets $c=0$ in that channel, and the argument applies to the remaining principal submatrix of $S$, which is still positive definite. There is no pole on the positive real axis. A stationary state cannot emit a steady flux with nothing coming in, and a finite cluster of this model has no combination of outgoing waves that emits nothing.

This is all that (8) proves exactly. For complex $\kappa$, neither $\cot\delta_l$ nor $y_\lambda(\kappa R)$ is real and (8) does not hold. The upper half plane needs a separate argument.

For real $\kappa>0$ the anti-Hermitian part of $g-i\kappa$ is $-\kappa S$, where $S$ measures radiated flux and is positive definite for distinct sites and finite $l_{\max}$, so no pole lies on the positive real $\kappa$ axis. It remains to treat complex $\kappa$, starting with the upper half plane, and to find the resonance positions and widths of the pair of wells.
